\section*{Diffuse surface scattering in a 50 nm degenerate oxide film}

\section{Question}

I have a degenerate amorphous oxide film of thickness $d=50$ nm. Its bulk mean free path is $l=5$ nm, and I want to assume that both surfaces scatter fully diffusely. For the ratio of film to bulk conductivity I was given the Fuchs--Sondheimer formula
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3}{2k}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-kt}\right)dt,\qquad k=\frac dl .
\label{fs}
\end{equation}
I don't see where the powers of $t$ come from, or how to evaluate the integral without a computer. My own estimate was this: carriers leaving a wall have no drift, so half the current is missing within one mean free path of each surface. That gives a reduction of $\tfrac12\cdot 2l/d=10\,\%$. Is this right? And would the effect be visible in a real film?

\section{Answer}

Half the current is indeed missing at the wall, but carriers recover their drift over a mean depth of only $3l/8$, not $l$. The reduction is therefore 3.75\,\%, not 10\,\%. The derivation of the formula shows why, and it also makes the integral easy.

\subsection{The kinetic equation}

Let the film occupy $0<z<d$, with the electric field $\mathcal E$ along $x$. I assume a spherical Fermi surface, carriers of charge $-e$, semiclassical motion, and elastic isotropic scattering with relaxation time $\tau$, so that $l=v\tau$ at the Fermi speed $v$. Write the distribution as $f_0(E)+f_1$, with $f_1$ linear in the field. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,f_0'$, where $f_0'=\partial f_0/\partial E$, the steady Boltzmann equation is
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_x f_0'=-\frac{f_1}{\tau}.
\end{equation}
The right side contains only scattering out of a state. Isotropic scattering returns carriers in proportion to the angular average of $f_1$, and this average vanishes because $f_1$ is odd in $v_x$.

Let $u=v_z/v$ be the cosine of the angle to the film normal, and set
\begin{equation}
f_1=e\mathcal E f_0'\,\frac{v_x}{v}\,\phi(z,u).
\end{equation}
Dividing out the common factor $e\mathcal E f_0'v_x/v$ leaves $vu\,\partial_z\phi+\phi/\tau=v$. Multiplication by $\tau$ gives
\begin{equation}
ul\,\frac{\partial\phi}{\partial z}+\phi=l .
\label{kin}
\end{equation}
The function $\phi$ is a length: the effective path over which a carrier has gathered drift from the field. In the bulk $\phi=l$.

A fully diffuse wall sends carriers off with no memory of their drift. Thus $\phi=0$ at $z=0$ for $u>0$, and $\phi=0$ at $z=d$ for $u<0$. The solutions of (\ref{kin}) are
\begin{align}
\phi&=l\left[1-e^{-z/(ul)}\right], & u&>0,\\
\phi&=l\left[1-e^{-(d-z)/(|u|l)}\right], & u&<0 .
\end{align}

\subsection{From paths to conductivity}

The current density is $-2e\int v_xf_1\,d^3k/(2\pi)^3$, where the 2 counts spin. Averaging $v_x^2$ over the azimuth gives $v^2(1-u^2)/2$. With $dE=\hbar v\,dk$ and $-f_0'$ sharply peaked at the Fermi energy,
\begin{equation}
\sigma(z)=\frac{e^2k_F^2}{4\pi^2\hbar}\int_{-1}^{1}(1-u^2)\,\phi\,du .
\end{equation}
For $\phi=l$ the angular integral is $4l/3$, so $\sigma_0=e^2k_F^2l/(3\pi^2\hbar)$. Dividing,
\begin{equation}
\frac{\sigma(z)}{\sigma_0}=1-\frac34\int_0^1(1-u^2)\left[e^{-z/(ul)}+e^{-(d-z)/(ul)}\right]du .
\label{local}
\end{equation}

Now average over the thickness. Each exponential gives the same result,
\begin{equation}
\frac1d\int_0^d e^{-z/(ul)}dz=\frac uk\left(1-e^{-k/u}\right),
\end{equation}
so the fractional reduction $R=1-\sigma/\sigma_0$ is
\begin{equation}
R=\frac{3}{2k}\int_0^1(u-u^3)\left(1-e^{-k/u}\right)du .
\label{Ru}
\end{equation}
Put $u=1/t$. Then $du=-dt/t^2$, so $u\,du$ becomes $dt/t^3$ and $u^3du$ becomes $dt/t^5$ once the limits are reversed. This is (\ref{fs}), and $t$ is the reciprocal of the cosine of the angle to the normal.

\subsection{Evaluating the integral}

Split off the part without the exponential:
\begin{equation}
\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)dt=\frac12-\frac14=\frac14 .
\end{equation}
With $E_n(k)=\int_1^\infty t^{-n}e^{-kt}dt$, the full result is
\begin{equation}
R=\frac{3}{8k}-\Delta,\qquad \Delta=\frac{3}{2k}\left[E_3(k)-E_5(k)\right].
\label{closed}
\end{equation}

No table is needed to see that $\Delta$ is small. The integrand of $E_3-E_5$ contains
\begin{equation}
\frac1{t^3}-\frac1{t^5}=(t-1)\,\frac{t+1}{t^5}\le 2(t-1),\qquad t\ge1,
\end{equation}
because $(t+1)/t^5$ decreases from its value 2 at $t=1$. The left side is also positive for $t>1$. Using $\int_1^\infty(t-1)e^{-kt}dt=e^{-k}/k^2$,
\begin{equation}
0<\Delta<\frac{3e^{-k}}{k^3}.
\end{equation}

For your film $k=50/5=10$. The bound is $1.4\times10^{-7}$. Numerical evaluation gives $E_3(10)-E_5(10)=4.59\times10^{-7}$, hence $\Delta=0.15\times4.59\times10^{-7}=6.9\times10^{-8}$. Therefore
\begin{equation}
R=\frac{3}{80}-6.9\times10^{-8}=3.75\,\%,\qquad \frac{\sigma}{\sigma_0}=0.9625 .
\end{equation}
The full result lies below $3/(8k)$, but by an amount that is negligible beside the uncertainty in the thickness of a real film. Physically, $\Delta$ comes from carriers that cross the whole film without a collision, and at ten mean free paths they hardly matter.

\subsection{Why the estimate of 10\,\% is too large}

At $z=0$ the first exponential in (\ref{local}) equals one and the second is negligible. Since $\int_0^1(1-u^2)du=2/3$, the local conductivity is $1-\tfrac34\cdot\tfrac23=\tfrac12$ of the bulk value, as you assumed. But a carrier leaving at angle cosine $u$ recovers its drift over a depth $ul$, not $l$. The mean recovery depth, weighted by the contribution to the current, is
\begin{equation}
l\,\frac{\int_0^1u(1-u^2)\,du}{\int_0^1(1-u^2)\,du}=l\,\frac{1/4}{2/3}=\frac{3l}{8}.
\end{equation}
The weight $1-u^2$ favours carriers moving nearly parallel to the film, and these stay close to the wall while they recover. Each surface therefore costs the conductance of a layer of thickness $\tfrac12\cdot3l/8=3l/16$, which is 0.94 nm here. Two surfaces cost $1.875$ nm out of 50 nm, which is $3.75\,\%$ again.

This thickness is an equivalent one; no layer is actually dead. Equation (\ref{local}) gives $\sigma(z)/\sigma_0=0.50$ at the wall, 0.953 at a depth of 5 nm, 0.991 at 10 nm and 0.9997 at the centre.

\subsection{Thinner films and smoother walls}

With $l$ held at 5 nm, numerical integration shows where the thick-film formula starts to fail:
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & $R$, full integral & $3/(8k)$\\
20 & 9.35\,\% & 9.38\,\%\\
10 & 18.1\,\% & 18.8\,\%\\
5 & 31.6\,\% & 37.5\,\%
\end{tabular}
\end{center}
The simple formula overstates the reduction because it charges each carrier the full bulk drift at every wall collision. In a thin film the carrier has not had room to regain it.

In the opposite limit, $k\ll1$, go back to the path averaged over $z$, which is $l\left[1-(u/k)(1-e^{-k/u})\right]$. For $u\gg k$, expansion to second order in $k/u$ gives $lk/(2u)$. The $1/u$ growth stops near $u\sim k$, so to leading logarithm
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\frac32\int_{\sim k}^1\frac{k}{2u}\,du\simeq\frac{3k}{4}\ln\frac1k .
\end{equation}
As $k\to0$ the current shifts towards carriers that move almost parallel to the walls, but only logarithmically. The limit also needs many occupied subbands, $k_Fd\gg\pi$ with $k_F$ the Fermi wavenumber. The oxide considered below does not reach it: with $l=5$ nm, a film much thinner than $l$ holds a few subbands at most.

Suppose next that a fraction $p$ of carriers is reflected specularly, with $p$ independent of angle. A carrier with $u>0$ now starts from $z=0$ with $\phi_0=p\,\phi_{\rm a}$. Here $\phi_{\rm a}$ is the value on arrival at a wall, the same for both walls by symmetry. From (\ref{kin}), $\phi_{\rm a}=l-(l-\phi_0)e^{-k/u}$. Writing $c=(l-\phi_0)/l$,
\begin{equation}
1-c=p\left(1-c\,e^{-k/u}\right)\quad\Rightarrow\quad c=\frac{1-p}{1-p\,e^{-k/u}} .
\end{equation}
The factor $c$ multiplies the exponentials in $\phi$, and hence the integrand of (\ref{Ru}). For a thick film it tends to $1-p$, so $R\simeq3(1-p)/(8k)$. With $p=0.5$ your film would lose 1.875\,\%.

\subsection{Numbers for a real oxide}

A mean free path of 5 nm fits heavily doped amorphous indium zinc oxide. Take as rough values an electron density $n=5\times10^{20}$ cm$^{-3}$ and an effective mass $m=0.3\,m_0$. Then
\begin{align}
k_F&=(3\pi^2n)^{1/3}=2.455\ \text{nm}^{-1}, &
E_F&=\frac{\hbar^2k_F^2}{2m}=0.77\ \text{eV},\\
\mu&=\frac{el}{\hbar k_F}=30.9\ \text{cm}^2/\text{Vs}, &
\sigma_0&=ne\mu=2478\ \text{S/cm}.
\end{align}
The sheet resistance without surface scattering would be $1/(\sigma_0d)=80.7$ ohm per square. Division by 0.9625 raises it to 83.8 ohm per square. At 300 K, $k_BT/E_F=0.034$, so the film is well degenerate. The value of $E_F$ assumes a parabolic band. For a band $E(1+CE)\propto k^2$ with an assumed $C=0.3$ to $0.5$ eV$^{-1}$ and the same mass at the Fermi level, $E_F$ would be 0.9 to 1.0 eV, while $\mu$ and $\sigma_0$ at given $l$ are unchanged. Lightly doped transistor channels can have much lower densities, and these numbers should not be carried over to them.

\subsection{Would you see it?}

Several effects are left out of the model. Some are small beside 3.75\,\%, others are not.

\textbf{Forward scattering.} Charged dopants deflect carriers preferentially by small angles. As a mild example, let the scattering probability vary as $1+\cos\Theta$, where $\Theta$ is the deflection angle. The mean cosine is $g=1/3$. Keep the transport mean free path at $l=5$ nm, so that the path between collisions is $l_s=(1-g)l$. Scattering into a state no longer cancels, and (\ref{kin}) becomes
\begin{equation}
ul_s\frac{\partial\phi}{\partial z}+\phi=l_s+gJ,\qquad J(z)=\frac34\int_{-1}^1(1-u^2)\phi\,du .
\end{equation}
Multiply by $\tfrac34(1-u^2)$ and integrate over $u$ and $z$. With $\phi_{\rm a}(u)$ again the value on arrival at a wall, this gives $(1-g)\int_0^dJ\,dz=l_sd-\tfrac32l_s\int_0^1u(1-u^2)\phi_{\rm a}\,du$. Dividing by $l_sd$,
\begin{equation}
R=\frac{3}{2d}\int_0^1u(1-u^2)\,\phi_{\rm a}(u)\,du .
\end{equation}
The reduction therefore measures the drift that carriers deliver to the walls. Near a wall $J$ is below its bulk value, so carriers scattered there bring less drift than $l$. Solving the equation numerically, as an integral equation for $J$ on a grid of 1000 cells, gives $R=3.44\,\%$.

\textbf{Temperature.} Let $\tau\propto E^{3/2}$, a strong energy dependence, so that $l\propto E^2$, with $l=5$ nm at $E_F$. Averaging numerically over the Fermi function at 300 K and fixed density gives $R=3.84\,\%$ relative to the bulk at the same temperature.

\textbf{Surface depletion.} Suppose the band bends upward by $V_s=0.3$ V at each surface, an assumed value, and take a relative permittivity of 9. In the Thomas--Fermi approximation the local density is $n(1-eV/E_F)^{3/2}$. Integrating Poisson's equation once gives the surface field $F$,
\begin{equation}
\frac{\varepsilon F^2}{2}=en\int_0^{V_s}\left[1-\left(1-\frac{eV}{E_F}\right)^{3/2}\right]dV,
\end{equation}
and by Gauss's law $\varepsilon F/e$ electrons are missing per unit area. The two surfaces together lose 1.6\,\% of the carriers. This is a rough figure, since the screening length, 0.71 nm, is shorter than the Fermi wavelength, 2.56 nm. A self-consistent Schr\"odinger--Poisson solution with hard walls and the same $V_s$ gives 2.6\,\%, because the wavefunctions must also vanish at the walls. Downward bending would add carriers instead.

Upward bending also weakens the surface scattering itself, so the two losses should not simply be added. If the barrier is smooth along the film, classical electrons with $u^2<eV_s/E_F$ would turn back before they reach the wall and keep their drift. Only those with $u>u_c=\sqrt{eV_s/E_F}=0.63$ would still be scattered diffusely. Starting the integral in (\ref{Ru}) at $u_c$ gives, for a thick film, $R\simeq3(1-u_c^2)^2/(8k)$, or about 1.4\,\% instead of 3.75\,\%. This is a classical estimate. The barrier is thinner than the Fermi wavelength, so many of the electrons that should turn back tunnel to the wall, and the surface scattering is weakened less than this.

\textbf{Size quantisation.} Hard walls allow only $k_z=j\pi/d$ with $j=1,2,\dots$, which gives 39 occupied subbands here. Summing their densities yields, to leading orders, $nd\simeq q^3d/(3\pi^2)-q^2/(4\pi)$ for a film with Fermi wavenumber $q$. For non-interacting electrons at fixed $nd$, $q$ would exceed the bulk $k_F$ by the fraction $\pi/(4k_Fd)=0.64\,\%$, and with $l$ fixed and $\sigma=ne^2l/(\hbar q)$ the conductivity would fall by as much. But this puts 1.9\,\% too many electrons in the interior, a charge that would set up about 6 V between the centre and the walls. Screening prevents it. In a self-consistent Schr\"odinger--Poisson solution for the neutral film, the displaced electrons stay near the walls, where the band bends down by about 0.36 eV. The interior keeps the bulk density and $k_F$, so this loss disappears at 50 nm. At 5 nm the interior wavenumber still rises by about 3\,\%. The table for thinner films shows the effect of surface scattering alone.

\textbf{Interference and thickness.} Quantum interference corrections in three dimensions start at order $1/(k_Fl)$, with $k_Fl=12.3$ here; for point scatterers the maximally crossed diagrams alone lower the conductivity by about 5\,\%. They also occur in the bulk, so only the difference between film and bulk enters the ratio. In the diffusive approximation, with a cutoff at $1/l$, that difference grows roughly logarithmically with the phase-coherence length: about 0.1\,\% for 10 nm, 0.2\,\% for 50 nm and 0.6\,\% for 500 nm. Finally, an error of 1 nm in $d$ shifts the conductivity deduced from a measured sheet resistance by 2\,\%.

A measured drop of about 4\,\% in one film therefore does not establish diffuse surface scattering. A thickness series helps less than one might hope. For thick films the sheet conductance is
\begin{equation}
\sigma d\simeq\sigma_0\left[d-\frac{3(1-p)l}{8}\right],
\end{equation}
a straight line in $d$ with an offset of 1.875 nm for $p=0$. Depletion that removes a fixed number of electrons per area also shifts the line by a constant, here about 0.8 nm in the Thomas--Fermi estimate and 1.3 nm in the Schr\"odinger--Poisson solution, if the mobility is unchanged. What sets surface scattering apart within this model is that its offset is proportional to $l$, provided $p$ and the angular form of the bulk scattering stay fixed. A more telling test would therefore change the mean free path while keeping that angular form, the density, the band bending and the surfaces the same.
